\section*{Photoselection anisotropy and the magic-angle polarizer}

\section{Definitions and conventions}

A sample of identical molecules is excited by a short light pulse and then emits. The pulse travels along the laboratory axis $x$ and is linearly polarized along $z$. Emission is collected in a narrow cone around $y$, through a linear polarizer at angle $\theta$ from $z$:
\begin{equation}
\mathbf p=(\sin\theta,\,0,\,\cos\theta).
\end{equation}
This vector is perpendicular to $y$, as the polarization of light travelling along $y$ must be.

Each molecule carries two real unit vectors, the direction $\mathbf a$ of its absorption transition dipole and the direction $\mathbf e$ of its emission transition dipole. They are fixed in the molecular frame and enclose the angle $\beta$, so $\mathbf a\cdot\mathbf e=\cos\beta$. They may differ because absorption and emission can involve different excited states. Reversing either vector changes no result, since both enter through squares.

The number of excited molecules at time $t$ after the pulse is $n(t)$, and $\Gamma$ is the radiative rate of one excited molecule, in $\mathrm{s^{-1}}$. The signal $I(\theta,t)$ is the number of photons passing the polarizer per second and per steradian. With $I_\parallel=I(0,t)$ and $I_\perp=I(90^\circ,t)$, the anisotropy is
\begin{equation}
r(t)=\frac{I_\parallel-I_\perp}{I_\parallel+2I_\perp}.
\label{rdef}
\end{equation}
Its value before any molecule has turned is $r_0$. The second Legendre polynomial is $P_2(u)=\tfrac12(3u^2-1)$. Angle brackets $\langle\cdots\rangle$ denote an average over the molecules excited at the time considered.

\section{Assumptions and theorem}

\begin{itemize}
\item[(A1)] Before the pulse all molecular orientations are equally likely, and the surroundings prefer no direction in space.
\item[(A2)] Absorption is a one-photon electric-dipole process, and the pulse is weak: each molecule has a small probability of being excited.
\item[(A3)] Emission is electric-dipole radiation. The rate $\Gamma$ and the decay of $n(t)$ do not depend on how a molecule is oriented or how it turns.
\item[(A4)] For the value $r_0$, no rotation and no transfer of excitation to other molecules occurs before observation.
\end{itemize}

\paragraph{Theorem.} (a) Under (A1)--(A4),
\begin{equation}
r_0=\tfrac25\,P_2(\cos\beta).
\label{r0}
\end{equation}
(b) Under (A1)--(A3), for any later rotation of the molecules,
\begin{equation}
I(\theta,t)=\frac{\Gamma n(t)}{8\pi}\left[1+2r(t)P_2(\cos\theta)\right].
\label{main}
\end{equation}
At the magic angle $\theta_m=\arccos(1/\sqrt3)=54.7356^\circ$ the signal is therefore $\Gamma n(t)/(8\pi)$, which contains no trace of the rotation.

The polarizer removes rotation from the signal; the molecules turn as before. Part (b) uses no model of how they turn.

\section{Lemmas}

\paragraph{Lemma 1 (emission).} An excited molecule sends photons through the polarizer at the rate $(3\Gamma/8\pi)(\mathbf e\cdot\mathbf p)^2$ per steradian.

\emph{Proof.} The far field of a dipole along $\mathbf e$, seen in direction $\mathbf k$, is proportional to the part of $\mathbf e$ perpendicular to $\mathbf k$. The polarizer passes the component along $\mathbf p$, and since $\mathbf p\perp\mathbf k$ this component is proportional to $\mathbf e\cdot\mathbf p$. The rate is its square times a constant $K$. To find $K$, sum over two perpendicular polarizations $\mathbf p_1,\mathbf p_2$. As $\mathbf p_1,\mathbf p_2,\mathbf k$ form an orthonormal set and $\mathbf e$ has unit length,
\begin{equation}
(\mathbf e\cdot\mathbf p_1)^2+(\mathbf e\cdot\mathbf p_2)^2=1-(\mathbf e\cdot\mathbf k)^2 .
\end{equation}
Integration over all directions must give the full rate $\Gamma$. With $u$ the cosine of the angle between $\mathbf k$ and $\mathbf e$,
\begin{equation}
\Gamma=K\,2\pi\int_{-1}^{1}(1-u^2)\,du=K\,2\pi\left(2-\tfrac23\right)=\frac{8\pi}{3}K .
\end{equation}
Hence $K=3\Gamma/(8\pi)$. $\square$

\paragraph{Lemma 2 (photoselection).} Just after a weak pulse, the excited molecules are distributed over orientations with weight $3(\mathbf a\cdot\mathbf z)^2$ relative to the isotropic distribution.

\emph{Proof.} The interaction of the dipole with a field along $z$ is proportional to $\mathbf a\cdot\mathbf z$, and the one-photon transition probability to its square. For an isotropic distribution the mean squares of the three components of $\mathbf a$ are equal and add up to 1, so each is $1/3$. Dividing $(\mathbf a\cdot\mathbf z)^2$ by this mean gives a weight of average 1. $\square$

The selection is broad. Molecules with $\mathbf a$ perpendicular to $z$ are not excited, but those at $45^\circ$ are excited half as readily as those parallel to $z$. This breadth keeps $r_0$ well below 1 even for parallel dipoles.

\paragraph{Lemma 3 (symmetry).} At all times
\begin{equation}
\langle e_x^2\rangle=\langle e_y^2\rangle=\tfrac12\left(1-\langle e_z^2\rangle\right),\qquad \langle e_xe_z\rangle=0,
\label{sym}
\end{equation}
and the anisotropy is
\begin{equation}
r=\tfrac12\left(3\langle e_z^2\rangle-1\right)=\langle P_2(e_z)\rangle .
\label{rP2}
\end{equation}

\emph{Proof.} The selection depends on the $z$ axis alone, and by (A1) the later motion prefers no direction. The excited ensemble is thus unchanged by any rotation about $z$. A rotation by $90^\circ$ exchanges $e_x^2$ and $e_y^2$, so their means agree; $e_x^2+e_y^2+e_z^2=1$ then gives their value. A rotation by $180^\circ$ turns $e_xe_z$ into $-e_xe_z$, so its mean vanishes.

By Lemma 1, $I_\parallel$ and $I_\perp$ are proportional, with the same factor, to $\langle e_z^2\rangle$ and $\langle e_x^2\rangle$. The denominator of (\ref{rdef}) becomes $\langle e_z^2\rangle+2\langle e_x^2\rangle=1$. The numerator is $\langle e_z^2\rangle-\tfrac12(1-\langle e_z^2\rangle)$, which is (\ref{rP2}). $\square$

The combination $I_\parallel+2I_\perp$ counts the three axes $z,x,y$ once each. This is why it measures the total emission, with $y$ represented by its equal partner $x$.

\paragraph{Lemma 4 (average about the absorption dipole).} Let $\theta_a$ be the angle between $\mathbf a$ and $z$. Averaged over molecules with the same $\mathbf a$,
\begin{equation}
\overline{P_2(e_z)}=P_2(\cos\theta_a)\,P_2(\cos\beta).
\label{add}
\end{equation}

\emph{Proof.} Let $\mathbf b$ be the unit vector perpendicular to $\mathbf a$ for which $\mathbf z=\cos\theta_a\,\mathbf a+\sin\theta_a\,\mathbf b$. The emission dipole lies on a cone around $\mathbf a$:
\begin{equation}
\mathbf e=\cos\beta\,\mathbf a+\sin\beta\left(\cos\psi\,\mathbf b+\sin\psi\,\mathbf a\times\mathbf b\right).
\end{equation}
Taking the scalar product with $\mathbf z$,
\begin{equation}
e_z=\cos\theta_a\cos\beta+\sin\theta_a\sin\beta\cos\psi .
\end{equation}
Turning a molecule about $\mathbf a$ does not alter its chance of absorption, so $\psi$ stays uniformly distributed. Then $\overline{\cos\psi}=0$ and $\overline{\cos^2\psi}=\tfrac12$. With $c=\cos\theta_a$ and $C=\cos\beta$,
\begin{equation}
\overline{e_z^2}=c^2C^2+\tfrac12(1-c^2)(1-C^2).
\end{equation}
Insertion into $P_2$ gives
\begin{align}
\overline{P_2(e_z)}&=\tfrac32c^2C^2+\tfrac34\left(1-c^2-C^2+c^2C^2\right)-\tfrac12\nonumber\\
&=\tfrac14\left(9c^2C^2-3c^2-3C^2+1\right)\nonumber\\
&=\tfrac12(3c^2-1)\,\tfrac12(3C^2-1). \qquad\square
\end{align}

\section{Proof of the theorem}

\emph{Part (a).} By (\ref{rP2}) and (\ref{add}), $r_0=P_2(\cos\beta)\,\langle P_2(\cos\theta_a)\rangle$. In an isotropic distribution $u=\cos\theta_a$ is uniform on $[-1,1]$. The integrand below is even, so the average can be taken over $[0,1]$, with the weight $3u^2$ of Lemma 2:
\begin{equation}
\langle P_2(\cos\theta_a)\rangle=\int_0^1 3u^2\,\frac{3u^2-1}{2}\,du
=\frac32\left(\frac35-\frac13\right)=\frac25 .
\end{equation}
This is (\ref{r0}). The factor $2/5$ comes from the selection by absorption, and $P_2(\cos\beta)$ from the tilt between the dipoles.

\emph{Part (b).} Solving (\ref{rP2}) for the mean squares gives $\langle e_z^2\rangle=(1+2r)/3$, and then (\ref{sym}) gives $\langle e_x^2\rangle=(1-r)/3$. Expanding the square,
\begin{align}
\langle(\mathbf e\cdot\mathbf p)^2\rangle
&=\langle e_z^2\rangle\cos^2\theta+\langle e_x^2\rangle\sin^2\theta+2\langle e_xe_z\rangle\sin\theta\cos\theta\nonumber\\
&=\tfrac13\left[1+r\left(2\cos^2\theta-\sin^2\theta\right)\right]\nonumber\\
&=\tfrac13\left[1+r\left(3\cos^2\theta-1\right)\right]
=\tfrac13\left[1+2rP_2(\cos\theta)\right].
\end{align}
Multiplication by $3\Gamma n(t)/(8\pi)$ from Lemma 1 yields (\ref{main}). If $r(t)$ varies, the bracket is constant only when $P_2(\cos\theta)=0$, that is $\cos^2\theta=1/3$. Between $0$ and $90^\circ$ this has the single solution $\theta_m$. $\square$

At $\theta_m$ the polarizer weights $z$ by $1/3$ and $x$ by $2/3$. Since $x$ also stands for $y$, the three axes are weighted equally, and $e_x^2+e_y^2+e_z^2=1$ however the dipole points.

\section{Remarks on range and failure}

\paragraph{Remark 1 (limits of $r_0$).} Parallel dipoles give $r_0=2/5$, perpendicular ones $r_0=-1/5$. For a single fixed pair of dipoles these are the extremes, because $P_2$ of a cosine lies between $-1/2$ and 1. For $\beta=54.7356^\circ$ the initial anisotropy $r_0$ is zero. It stays zero for the spherical rotor treated below, but other rotations can make $r(t)$ nonzero later. This angle $\beta$ is a property of the molecule, not to be confused with the polarizer setting, although both are zeros of $P_2$. Solving (\ref{r0}) for the angle gives $\cos^2\beta=(1+5r_0)/3$, so a measured $r_0$ determines $\beta$ between $0$ and $90^\circ$, provided (A1)--(A4) hold and the molecule has one absorption and one emission direction. Degenerate transitions fall outside this picture. For a doubly degenerate transition polarized in the molecular plane, $r_0=1/10$ once the two states have dephased, which the formula would misread as $\beta=45^\circ$. While the superposition created by the pulse stays coherent, the emission dipole lies along the projection of $\mathbf z$ on the plane. With $u$ the cosine between the plane normal and $z$, both the weight and $e_z^2$ are then $1-u^2$, so $\langle e_z^2\rangle=4/5$ and $r_0=7/10$, above $2/5$.

\paragraph{Remark 2 (strong pulses).} Suppose a molecule is excited with probability $1-\exp(-s\,u^2)$, where $u=\mathbf a\cdot\mathbf z$ and $s$ measures the pulse energy. This model neglects stimulated emission, and rotation and decay during the pulse. For small $s$ the probability is $s(u^2-\tfrac12su^4)$, and Lemma 4 still applies. With $\int_0^1u^2P_2\,du=2/15$ and $\int_0^1u^4P_2\,du=\tfrac12(\tfrac37-\tfrac15)=4/35$,
\begin{equation}
\frac{r_0}{P_2(\cos\beta)}\simeq\frac{\frac{2}{15}-\frac{2s}{35}}{\frac13-\frac{s}{10}}
=\frac25\,\frac{1-\frac{3s}{7}}{1-\frac{3s}{10}}\simeq\frac25\left(1-\frac{9s}{70}\right).
\end{equation}
Saturation lowers $|r_0|$, because well-aligned molecules are already used up while others are still being excited. At $s=2$ and $\beta=20^\circ$ the full orientation average gives $r_0=0.258$ instead of $0.330$. The magic-angle signal is still $\Gamma n(t)/(8\pi)$, free of rotation, although saturation changes $n$: of the excitation step, the proof of part (b) uses only the symmetry about $z$, which saturation preserves.

\paragraph{Remark 3 (where part (b) fails).} In a stretched film or a liquid crystal the sample has its own axis, and (\ref{sym}) need not hold. Near a surface the decay rate can depend on the dipole direction; $n(t)$ itself then depends on the rotation, and no polarizer can remove that. A wide collection cone admits the $y$ component of $\mathbf e$ and moves the rotation-free angle below $\theta_m$: for a collimating lens in front of the polarizer it is about $54.6^\circ$ at a half-angle of $10^\circ$, $53.4^\circ$ at $30^\circ$ and $49.7^\circ$ at $60^\circ$. Optics that alter the polarization before the polarizer can also spoil the weighting: a quarter-wave plate with its axes at $45^\circ$ to $z$ and $x$ does so, whereas one with its axes along $z$ and $x$ does not, because $\langle e_xe_z\rangle=0$. A detector behind the polarizer that favours one polarization does less harm: at fixed $\theta$ it multiplies the signal by a constant and leaves the time dependence intact, but $r$ then needs a correction for the unequal efficiencies.

\paragraph{Remark 4 (rotation that is not diffusion).} Let every molecule turn by the same angle about the same axis fixed in its body. Lemma 4 then holds with $\beta$ replaced by the angle between the original $\mathbf a$ and the turned $\mathbf e$. For one choice of axis, with $\beta=20^\circ$, turns of $0$, $60$, $120$ and $180^\circ$ give $\langle e_z^2\rangle=0.553$, $0.467$, $0.201$ and $0.345$. The parallel signal falls and rises again. At $120^\circ$ it is close to $1/5$, the value for perpendicular dipoles, so the turned $\mathbf e$ is nearly perpendicular to the original $\mathbf a$. The magic-angle average is $0.333$ in all four cases.

\section{Corollary for a spherical rotor}

Let a molecule in a liquid turn by many small independent random rotations. In a time $dt$ the rotation vector $\boldsymbol\delta$ has zero mean and $\overline{\delta_i\delta_j}=2D\,dt\,\delta_{ij}$, where $\delta_{ij}$ is the Kronecker symbol and $D$ the rotational diffusion constant, equal for all axes.

\paragraph{Corollary 1.} $r(t)=r_0\,e^{-t/\phi}$ with $\phi=1/(6D)$.

\emph{Proof.} To second order the dipole changes by
\begin{equation}
\Delta\mathbf e=\boldsymbol\delta\times\mathbf e+\tfrac12\boldsymbol\delta\times(\boldsymbol\delta\times\mathbf e),
\end{equation}
and $\boldsymbol\delta\times(\boldsymbol\delta\times\mathbf e)=\boldsymbol\delta(\boldsymbol\delta\cdot\mathbf e)-\delta^2\mathbf e$. The mean of this is $(2D-6D)\,dt\,\mathbf e$, so $\overline{\Delta e_z}=-2D\,dt\,e_z$. To first order in $dt$ the mean square is
\begin{equation}
\overline{(\Delta e_z)^2}=\overline{(\delta_xe_y-\delta_ye_x)^2}=2D\,dt\,(1-e_z^2).
\end{equation}
Since $\Delta(e_z^2)=2e_z\Delta e_z+(\Delta e_z)^2$,
\begin{equation}
\frac{d\langle e_z^2\rangle}{dt}=-4D\langle e_z^2\rangle+2D\left(1-\langle e_z^2\rangle\right)=2D-6D\langle e_z^2\rangle .
\end{equation}
Multiplying by $3/2$ and using (\ref{rP2}) gives $dr/dt=3D-9D\langle e_z^2\rangle=-6Dr$. $\square$

\paragraph{Corollary 2.} If also $n(t)\propto e^{-t/\tau}$, the mean arrival time of the photons is
\begin{equation}
\bar t=\frac{\tau^2+c\,\tau'^2}{\tau+c\,\tau'},\quad c=2r_0P_2(\cos\theta),\quad \frac1{\tau'}=\frac1\tau+\frac1\phi .
\label{tbar}
\end{equation}

\emph{Proof.} By (\ref{main}) the signal is proportional to $e^{-t/\tau}+c\,e^{-t/\tau'}$. Since $\int_0^\infty e^{-t/\tau}dt=\tau$ and $\int_0^\infty t\,e^{-t/\tau}dt=\tau^2$, the ratio of the first moment to the area is (\ref{tbar}). $\square$

Subtracting $\tau$ shows the error made by reading $\bar t$ as the lifetime:
\begin{equation}
\bar t-\tau=-\frac{c\,\tau'(\tau-\tau')}{\tau+c\,\tau'} .
\label{shift}
\end{equation}
It vanishes for $c=0$, the magic angle. It also vanishes for very slow rotation ($\tau'\to\tau$), when nothing turns during the emission, and for very fast rotation ($\tau'\to0$), when the alignment is lost before an appreciable part of the light is emitted. The distortion is largest when $\phi$ and $\tau$ are comparable, but it falls off slowly: for the parallel polarizer with $r_0=0.33$ it reaches about 13\% near $\phi=0.8\,\tau$ and is still 5\% at $\phi=0.1\,\tau$ and 3\% at $\phi=10\,\tau$.

Without a polarizer the detector receives $I_\parallel+I_\perp\propto(1+2r)+(1-r)=2+r$. This is (\ref{tbar}) with $c=r_0/2$, so leaving the polarizer out does not remove the rotation in this geometry.

If the light is integrated over time before $r$ is formed, the anisotropy is
\begin{equation}
\bar r=\frac{\int_0^\infty r(t)\,n(t)\,dt}{\int_0^\infty n(t)\,dt}=r_0\frac{\tau'}{\tau}=\frac{r_0}{1+\tau/\phi}.
\end{equation}

\section{Worked example}

Take the round model parameters $\beta=20^\circ$, $\tau=4$ ns and $D=0.1\ \mathrm{ns^{-1}}$. Then $\phi=1/0.6=1.667$ ns, $1/\tau'=0.25+0.6=0.85\ \mathrm{ns^{-1}}$ and $\tau'=1.176$ ns. With $\cos^220^\circ=0.8830$,
\begin{equation}
r_0=\tfrac25\cdot\tfrac12(3\times0.8830-1)=0.330 .
\end{equation}
The signals, relative to the magic-angle signal at $t=0$, are:
\begin{center}
\begin{tabular}{cccc}
$t$ (ns) & $\theta=0$ & $\theta=\theta_m$ & $\theta=90^\circ$\\
0 & 1.660 & 1.000 & 0.670\\
1 & 1.061 & 0.779 & 0.638\\
2 & 0.727 & 0.607 & 0.546\\
4 & 0.390 & 0.368 & 0.357
\end{tabular}
\end{center}
At 1 ns, for instance, $r=0.330\,e^{-0.6}=0.181$, and the parallel signal is $0.779\,(1+2\times0.181)=1.061$. The parallel signal falls faster than the population because dipoles turn away from $z$; the perpendicular signal falls more slowly because they turn towards $x$. A simulation of many molecules making random small rotations reproduces $r(t)$ within 0.003 at the four times listed.

For the parallel polarizer $c=2r_0=0.660$, and (\ref{tbar}) gives
\begin{equation}
\bar t=\frac{16+0.660\times1.384}{4+0.660\times1.176}\ \mathrm{ns}=3.54\ \mathrm{ns},
\end{equation}
which is 11\% below the true lifetime. The perpendicular polarizer, with $c=-0.330$, gives 4.30 ns, or 8\% above it. Without a polarizer $c=0.165$ and $\bar t=3.87$ ns, still 3\% too short. The magic angle returns 4.00 ns. The time-integrated anisotropy is $0.330/(1+2.4)=0.097$, less than a third of $r_0$.

The accuracy needed in setting the polarizer follows from the slope $dP_2(\cos\theta)/d\theta=-3\sin\theta\cos\theta$, which is $-\sqrt2$ per radian at $\theta_m$. Using $54.7^\circ$ in place of $54.7356^\circ$ leaves $c=5.8\times10^{-4}$. By (\ref{shift}) this shortens $\bar t$ by about $5\times10^{-4}$ ns, roughly 0.01\% of $\tau$. An error of $1^\circ$ leaves $|c|\approx0.660\times1.414\times0.0175=0.016$ and shifts $\bar t$ by about 0.3\% of $\tau$. The rounded value $54.7^\circ$ is therefore sufficient here. The finite aperture of Remark 3 gives an error of the same size at a half-angle of $5^\circ$, and shifts $\bar t$ by about 0.4\% of $\tau$ at $30^\circ$. The price of the method is light: the polarizer passes $1/(8\pi)=0.040$ of the emitted photons per steradian, half of what an isotropic unpolarized source would send into the same cone. The numerical output gives the signals and the mean arrival times to more digits.

\section*{Computed results}
\begin{verbatim}
emission pattern prefactor = 0.119366 per sr
beta =  0.0000 deg: r0 =  0.40000, I_par = 0.60000, I_perp = 0.20000 (mean (e.p)^2)
beta = 20.0000 deg: r0 =  0.32981, I_par = 0.55321, I_perp = 0.22340 (mean (e.p)^2)
beta = 45.0000 deg: r0 =  0.10000, I_par = 0.40000, I_perp = 0.30000 (mean (e.p)^2)
beta = 54.7356 deg: r0 =  0.00000, I_par = 0.33333, I_perp = 0.33333 (mean (e.p)^2)
beta = 90.0000 deg: r0 = -0.20000, I_par = 0.20000, I_perp = 0.40000 (mean (e.p)^2)
magic angle found as a root = 54.7356 deg
example: beta = 20 deg, tau = 4.0 ns, D = 0.1 per ns, phi = 1.6667 ns
magic-angle share of emitted photons = 0.039789 per sr
free turn   0 deg: mean (e.p)^2 parallel = 0.55321, magic = 0.33333
free turn  60 deg: mean (e.p)^2 parallel = 0.46732, magic = 0.33333
free turn 120 deg: mean (e.p)^2 parallel = 0.20087, magic = 0.33333
free turn 180 deg: mean (e.p)^2 parallel = 0.34508, magic = 0.33333
saturation exponent 2.0 (dimensionless): r0 = 0.25754, magic signal = 0.33333
t = 0 ns: r simulated = 0.329, r formula = 0.3298, magic simulated = 0.334
t = 1 ns: r simulated = 0.183, r formula = 0.1810, magic simulated = 0.334
t = 2 ns: r simulated = 0.101, r formula = 0.0993, magic simulated = 0.333
t = 4 ns: r simulated = 0.032, r formula = 0.0299, magic simulated = 0.334
t = 0 ns: relative signal at 0 deg = 1.6596, magic = 1.0000, 90 deg = 0.6702
t = 1 ns: relative signal at 0 deg = 1.0607, magic = 0.7788, 90 deg = 0.6378
t = 2 ns: relative signal at 0 deg = 0.7270, magic = 0.6065, 90 deg = 0.5463
t = 4 ns: relative signal at 0 deg = 0.3899, magic = 0.3679, 90 deg = 0.3569
t = 8 ns: relative signal at 0 deg = 0.1361, magic = 0.1353, 90 deg = 0.1350
tau' = 1.1765 ns
mean arrival time, 0 deg: 3.5412 ns (c = 0.6596)
mean arrival time, magic angle: 4.0000 ns (c = 0.0000)
mean arrival time, 90 deg: 4.3033 ns (c = -0.3298)
mean arrival time, no polarizer: 3.8694 ns (c = 0.1649)
time-integrated anisotropy = 0.09700
residual c at 54.7 deg = 5.80e-04 (dimensionless)
\end{verbatim}
